\section*{The classical crossing barrier between two equal harmonic wells}

\section{Result and assumptions}

A trap in an oxide can exchange a carrier with a neighbouring electrode without emitting light. We treat the case in which the electronic energy is exchanged with vibrations of the atoms around the trap. In the classical picture, the atoms first move to a configuration in which the states before and after the transfer have the same energy. The energy needed to reach that configuration is
\begin{equation}
B=\frac{(L+D)^2}{4L}.
\label{eq:result}
\end{equation}
Here $L>0$ is the reorganisation energy and $D$ is the energy of the final minimum minus that of the initial minimum. The barrier $B$ is measured from the initial minimum.

The model has one vibrational coordinate $q$ and two potential energy surfaces of equal curvature $k>0$:
\begin{align}
V_i(q)&=\tfrac12 kq^2, \label{eq:vi}\\
V_f(q)&=\tfrac12 k(q-d)^2+D,\qquad d\neq0. \label{eq:vf}
\end{align}
The surfaces are diabatic: each belongs to a fixed electronic occupation, and the coupling between the two occupations is left out. Each surface is the energy of the whole system, so $D$ includes the energy of the carrier in the electrode as well as that of the trap. The energy zero is the initial minimum.

The reorganisation energy is what the system releases when it relaxes on the final surface from the initial geometry $q=0$ to the final geometry $q=d$:
\begin{equation}
L=V_f(0)-V_f(d)=\left(\tfrac12kd^2+D\right)-D=\tfrac12kd^2.
\label{eq:L}
\end{equation}
Distorting the initial state from $q=0$ to $q=d$ costs $V_i(d)-V_i(0)=\tfrac12kd^2$, the same energy. This equality rests on the equal curvatures.

\section{Derivation}

\subsection{The vertical gap}

Let $g(q)=V_f(q)-V_i(q)$ be the energy difference at fixed atomic positions. Expanding the square gives
\begin{align}
g(q)&=\tfrac12k(q^2-2qd+d^2)+D-\tfrac12kq^2\notag\\
&=\tfrac12kd^2+D-kdq\notag\\
&=L+D-kdq.
\label{eq:gap}
\end{align}
The terms in $q^2$ cancel because the curvatures are equal. The gap is therefore a straight line with nonzero slope $-kd$, and it has one zero. Using $kd^2=2L$, its values at the two minima are
\begin{equation}
g(0)=L+D,\qquad g(d)=L+D-2L=D-L.
\label{eq:vertical}
\end{equation}

\subsection{The crossing and its height}

Setting $g(q_c)=0$ gives $q_c=(L+D)/(kd)$. Dividing by $d$ and using $kd^2=2L$ again gives the reduced crossing point
\begin{equation}
s=\frac{q_c}{d}=\frac{L+D}{kd^2}=\frac{L+D}{2L}.
\label{eq:s}
\end{equation}
The initial minimum is at $s=0$ and the final minimum at $s=1$. The height follows by inserting $q_c=sd$ in Eq.~\eqref{eq:vi}:
\begin{equation}
B=\tfrac12kd^2s^2=Ls^2
=L\,\frac{(L+D)^2}{4L^2}=\frac{(L+D)^2}{4L}.
\end{equation}
This is Eq.~\eqref{eq:result}. The final surface must give the same energy. Since $1-s=(L-D)/(2L)$,
\begin{align}
V_f(q_c)&=L(1-s)^2+D=\frac{(L-D)^2+4LD}{4L}\notag\\
&=\frac{L^2+2LD+D^2}{4L}=B.
\end{align}

The factor 4 can be traced in the form $B=g(0)^2/(4L)$. Closing a gap $g(0)$ at slope $kd$ needs a displacement $g(0)/(kd)$. Its elastic energy is $\tfrac12k\,g(0)^2/(kd)^2=g(0)^2/(2kd^2)$, and $kd^2=2L$ supplies the second factor of 2.

\subsection{The reverse barrier}

For the reverse transfer, the climb starts at the final minimum, whose energy is $D$:
\begin{equation}
B_{\rm rev}=B-D=\frac{(L+D)^2-4LD}{4L}=\frac{(L-D)^2}{4L}.
\label{eq:rev}
\end{equation}
The same expression follows from Eq.~\eqref{eq:result} by exchanging the two states, which changes the sign of $D$ and leaves $L$ unchanged.

\section{How the barrier depends on the energy difference}

Both $B$ and $B-D$ are squares divided by a positive number, so $B\ge0$ and $B\ge D$ for every real $D$. Equation~\eqref{eq:s} separates the following cases.

For $|D|<L$ the crossing lies between the minima. At $D=0$ it is halfway, with $B=L/4$.

At $D=-L$ the crossing is at the initial minimum and $B=0$. The energy released by the transfer then equals the reorganisation energy. For $D<-L$ the crossing has $s<0$, on the side of the initial minimum away from the final one. A still lower final state now raises the barrier. This holds for a single carrier level. A metal electrode has a continuum of filled levels: if $D<-L$ for a carrier at the Fermi level, capture of a carrier from a deeper filled level has a larger $D$, closer to $-L$, and can have a lower barrier or none. The rise of $B$ for one level therefore does not by itself mean that transfer from a metal electrode slows down. Nondegenerate carriers at a semiconductor band edge occupy only a few $k_BT$ of energy and have no deeper filled levels in their band, so classical capture from that band does follow the rise of $B$.

At $D=L$ the crossing is at the final minimum, so $B=D$ and the reverse barrier vanishes. For $D>L$ it lies beyond the final minimum, and the system must climb above the energy of the final minimum to reach it.

For $L=1.6$~eV the cases look like this:
\begin{center}
\begin{tabular}{rrr}
$D$ (eV) & $s$ & $B$ (eV)\\
$-2.0$ & $-0.125$ & $0.025$\\
$-1.6$ & $0.000$ & $0.000$\\
$-0.8$ & $0.250$ & $0.100$\\
$0.0$ & $0.500$ & $0.400$\\
$0.4$ & $0.625$ & $0.625$\\
$1.6$ & $1.000$ & $1.600$\\
$2.0$ & $1.125$ & $2.025$
\end{tabular}
\end{center}
The equality of $s$ and of $B$ in eV at $D=0.4$~eV is a coincidence of the parameters: $B=Ls^2$, and here $Ls=1$~eV.

\subsection{Response to a bias}

An applied voltage can shift the trap level relative to the carrier energy. Suppose that it changes $D$ to $D+\delta$ and leaves $L$ unchanged. Then
\begin{align}
B(D+\delta)-B(D)&=\frac{(L+D+\delta)^2-(L+D)^2}{4L}\notag\\
&=\frac{2(L+D)\delta+\delta^2}{4L}
=s\delta+\frac{\delta^2}{4L}.
\label{eq:shift}
\end{align}
The slope is $\mathrm dB/\mathrm dD=s$: when the crossing lies between the minima, its position tells what fraction of a small shift appears in the barrier. The reverse barrier $B-D$ has slope $s-1$. For $0<s<1$, a shift that lowers one barrier therefore raises the other.

\section{Several vibrational modes}

Let $\mathbf x$ be the displacement of all atoms from the initial minimum. Both surfaces have the same symmetric, positive definite force matrix $K$, and the minima differ by the vector $\mathbf d\neq0$:
\begin{equation}
V_i=\tfrac12\mathbf x^TK\mathbf x,\qquad
V_f=\tfrac12(\mathbf x-\mathbf d)^TK(\mathbf x-\mathbf d)+D.
\end{equation}
Now $L=\tfrac12\mathbf d^TK\mathbf d$. The quadratic terms again cancel in the difference:
\begin{equation}
V_f-V_i=L+D-\mathbf d^TK\mathbf x.
\end{equation}
The surfaces meet on the plane $\mathbf d^TK\mathbf x=L+D$, and the barrier is the lowest value of $V_i$ on it. Because $K$ is positive definite, $\mathbf a^TK\mathbf b$ is a scalar product, and the Cauchy--Schwarz inequality gives
\begin{equation}
(\mathbf d^TK\mathbf x)^2\le
(\mathbf d^TK\mathbf d)(\mathbf x^TK\mathbf x).
\end{equation}
On the plane, the left side is $(L+D)^2$. The factors on the right are $2L$ and $2V_i$. Hence
\begin{equation}
(L+D)^2\le4LV_i,\qquad V_i\ge\frac{(L+D)^2}{4L}.
\end{equation}
Equality holds for $\mathbf x$ parallel to $\mathbf d$. With $\mathbf x=s\mathbf d$ the plane condition reads $2Ls=L+D$, which is Eq.~\eqref{eq:s}. The single coordinate thus gives the right barrier for many modes, provided that $L$ is the total reorganisation energy. A numerical minimisation over three coupled modes with $L=1.6310$~eV and $D=0.4$~eV gives $0.6323$~eV, in agreement with $(2.0310)^2/(4\times1.6310)$~eV.

\section{Thermal meaning}

In the initial well at temperature $T$, the classical probability density of $q$ is proportional to $\exp[-kq^2/(2k_BT)]$. It is a Gaussian with mean zero and variance $k_BT/k$. The gap in Eq.~\eqref{eq:gap} is linear in $q$, so it is also Gaussian, with mean $L+D$ and variance
\begin{equation}
\sigma_g^2=(kd)^2\frac{k_BT}{k}=kd^2k_BT=2Lk_BT.
\end{equation}
Its probability density at zero gap is
\begin{align}
\rho_0&=\frac{1}{\sqrt{2\pi\sigma_g^2}}
\exp\!\left[-\frac{(L+D)^2}{2\sigma_g^2}\right]\notag\\
&=\frac{1}{\sqrt{4\pi Lk_BT}}
\exp\!\left(-\frac{B}{k_BT}\right).
\label{eq:rho}
\end{align}
The barrier therefore measures how rarely thermal motion closes the gap. A transition rate also needs the electronic coupling and the dynamics at the crossing, neither of which is contained in $\rho_0$.

The prefactor affects an Arrhenius plot. With $\beta=1/(k_BT)$ and with $L$ and $D$ independent of temperature,
\begin{equation}
\ln\rho_0=-\beta B+\tfrac12\ln\beta-\tfrac12\ln(4\pi L).
\end{equation}
The local Arrhenius energy of this density is
\begin{equation}
-\frac{\mathrm d\ln\rho_0}{\mathrm d\beta}
=B-\frac{1}{2\beta}=B-\tfrac12k_BT.
\label{eq:arr}
\end{equation}

\section{Worked example}

The model trap has $k=5$~eV/\AA$^2$, $d=0.8$~\AA\ and $D=0.4$~eV. These are round parameters, not those of a particular defect. The reorganisation energy is
\begin{equation}
L=\tfrac12(5)(0.8)^2\ \text{eV}=1.6\ \text{eV}.
\end{equation}
The vertical gap is $1.6+0.4=2.0$~eV at the initial minimum and $0.4-1.6=-1.2$~eV at the final one. Its change of sign places the crossing between them, at $s=2.0/3.2=0.625$, or $q_c=0.5$~\AA. The barriers are
\begin{align}
B&=\frac{(2.0)^2}{4(1.6)}\ \text{eV}=0.625\ \text{eV},\\
B_{\rm rev}&=\frac{(1.2)^2}{4(1.6)}\ \text{eV}=0.225\ \text{eV}.
\end{align}
They differ by $D=0.4$~eV, as Eq.~\eqref{eq:rev} requires. The forward barrier corresponds to 60.3~kJ/mol. Since $B=g(0)^2/(4L)=\tfrac12s\,g(0)$, it is the fraction $s/2=0.3125$ of the vertical gap at the initial minimum.

At 300~K, $k_BT=0.02585$~eV and $B/k_BT=24.18$. The gap has standard deviation $0.288$~eV, so closing it takes a fluctuation of about seven standard deviations. The Boltzmann factor is $3.17\times10^{-11}$, and Eq.~\eqref{eq:rho} gives $\rho_0=4.39\times10^{-11}$~eV$^{-1}$. The Arrhenius energy of this density is $0.625-0.013=0.612$~eV.

If a bias lowers $D$ by 0.1~eV, Eq.~\eqref{eq:shift} gives
\begin{equation}
\Delta B=-0.0625+\frac{(0.1)^2}{4(1.6)}=-0.0609\ \text{eV}.
\end{equation}
The new barrier is 0.564~eV. The Boltzmann factor grows by $\exp(0.0609/0.02585)$, about a factor of ten.

\section{Where the formula needs correction}

\subsection{Unequal curvatures}

Let the final well have curvature $rk$ with $r\ne1$, and keep $L=\tfrac12kd^2$ for the distortion energy of the initial well. With $q=sd$, the crossing condition is
\begin{equation}
rL(1-s)^2+D=Ls^2.
\end{equation}
The quadratic terms no longer cancel. For $r=0.8$ and the energies of the example,
\begin{equation}
0.32s^2+2.56s-1.68=0.
\end{equation}
The root between the minima is $s=0.610$, with height $Ls^2=0.595$~eV. The other root, near $s=-8.6$, lies far higher in energy. Relaxation on the softer final surface releases $0.8\times1.6=1.28$~eV. Using this value as $L$ in Eq.~\eqref{eq:result} gives 0.551~eV, about 7\% below the true crossing height. Using 1.6~eV gives 0.625~eV, about 5\% above it. With unequal curvatures there are two reorganisation energies, and in this example neither gives the barrier.

\subsection{Electronic coupling}

A constant coupling $V>0$ between the two electronic states turns the crossing into an avoided one. The lower eigenvalue of the two-state matrix is
\begin{equation}
E_-=\frac{V_i+V_f}{2}-\sqrt{\frac{g^2}{4}+V^2}.
\end{equation}
Near the crossing set $q=q_c+u$ and $w=kdu/2$. Then $g=-kdu=-2w$. The slopes of $V_i$ and $V_f$ at $q_c$ are $kds$ and $kd(s-1)$. Their mean is $kd(s-\tfrac12)=kdD/(2L)$, which contributes $(D/L)w$. The remaining quadratic term is $\tfrac12ku^2=2w^2/(kd^2)=w^2/L$. Thus
\begin{equation}
E_-=B+\frac DLw-\sqrt{w^2+V^2}+\frac{w^2}{L}.
\end{equation}
For small $V$ the last term is a correction. Without it, a stationary point requires $D/L=w/\sqrt{w^2+V^2}$. The right side lies between $-1$ and $1$, so a solution exists for $|D|<L$:
\begin{equation}
w=\frac{VD}{\sqrt{L^2-D^2}},\qquad
E_-\simeq B-V\sqrt{1-\frac{D^2}{L^2}}.
\end{equation}
The term $w^2/L$, evaluated there, adds $V^2D^2/[L(L^2-D^2)]$. At the initial minimum the gap is $L+D$, and expanding the root for $V\ll L+D$ lowers the minimum by $V^2/(L+D)$. The adiabatic barrier is the difference between top and bottom. To second order in $V$ it is
\begin{equation}
B_{\rm ad}\simeq B-V\sqrt{1-\frac{D^2}{L^2}}
+\frac{V^2}{L+D}+\frac{V^2D^2}{L(L^2-D^2)}.
\end{equation}
For $V=0.01$~eV the first-order term is $-0.0097$~eV and the two second-order terms together are below $10^{-4}$~eV. Diagonalisation along $q$ gives $B_{\rm ad}=0.615$~eV. The closer $|D|$ is to $L$, the smaller $V$ must be for this expansion to hold. With $L=1.6$~eV and $D=1.5$~eV, the full lower surface has a barrier top for $V=0.001$~eV but none for $V=0.01$~eV. For $|D|>L$ the two slopes at the crossing have the same sign, and for small $V$ the lower surface has no barrier top there. Equation~\eqref{eq:result} still gives the height of the diabatic crossing, but no longer the top of an adiabatic barrier.

\subsection{Quantum motion of the atoms}

Let the coordinate have effective mass $m$ and frequency $\omega=\sqrt{k/m}$. Write $q=\xi\sqrt{\hbar\omega/k}$ with $\xi=(a+a^\dagger)/\sqrt2$, where $[a,a^\dagger]=1$. The thermal distribution of $\xi$ follows from $\chi(\lambda)=\langle X\rangle$ with $X=e^{i\lambda\xi}$. Put $y=\hbar\omega/(k_BT)$. Since $a$ lowers the energy by $\hbar\omega$ and $a^\dagger$ raises it, moving them through the Boltzmann operator and around the trace gives
\begin{equation}
\langle aX\rangle=e^{y}\langle Xa\rangle,\qquad
\langle a^\dagger X\rangle=e^{-y}\langle Xa^\dagger\rangle.
\end{equation}
The commutators are $[a,X]=i\lambda X/\sqrt2$ and $[a^\dagger,X]=-i\lambda X/\sqrt2$. Eliminating $\langle Xa\rangle$ and $\langle Xa^\dagger\rangle$ yields
\begin{equation}
\langle aX\rangle=\frac{i\lambda\chi}{\sqrt2(1-e^{-y})},\qquad
\langle a^\dagger X\rangle=\frac{i\lambda\chi}{\sqrt2(e^y-1)}.
\end{equation}
Their sum divided by $\sqrt2$ is $\langle\xi X\rangle=\tfrac12i\lambda\chi\coth(y/2)$. Therefore
\begin{equation}
\frac{\mathrm d\chi}{\mathrm d\lambda}=i\langle\xi X\rangle
=-\tfrac12\lambda\coth(y/2)\,\chi.
\end{equation}
With $\chi(0)=1$ the solution is a Gaussian in $\lambda$, so $\xi$ has a Gaussian distribution of variance $\tfrac12\coth(y/2)$. Relative to the classical variance $k_BT/k$, the variance of $q$ is larger by the factor
\begin{equation}
c=x\coth x,\qquad x=\frac{\hbar\omega}{2k_BT}.
\end{equation}
The quantum density at $q_c$ contains $\exp[-B/(ck_BT)]/\sqrt c$ where the classical one contains $\exp[-B/(k_BT)]$. Their ratio is
\begin{equation}
R=\frac{1}{\sqrt c}\exp\!\left[\frac{B}{k_BT}
\left(1-\frac1c\right)\right].
\end{equation}

For a mass of 30~u, $\hbar\omega=0.0264$~eV and $c=1.085$ at 300~K. The exponent is $24.18(1-1/1.0854)=1.90$, and $R=6.4$. A variance only 9\% above the classical value thus raises the density at the crossing more than sixfold, because the crossing lies far out in the tail. For small $x$, $c\simeq1+x^2/3$, so $\ln R\simeq(B/k_BT-\tfrac12)\,x^2/3$. For a barrier well above $k_BT$, $x\ll1$ alone is therefore not enough: the classical density at the crossing is accurate when $(B/k_BT)\,x^2/3\ll1$. As $T\to0$, $ck_BT\to\hbar\omega/2$, and the exponential tends to $\exp(-2B/\hbar\omega)$ instead of vanishing.

The ratio $R$ compares position densities. It is not the ratio of the quantum to the classical transition rate, which also depends on the vibrational motion in the final well. In the weak-coupling limit the rate is governed by the thermally averaged squared overlaps of initial and final vibrational states of equal energy. For this model with $D=15\hbar\omega=0.396$~eV, that average divided by $\hbar\omega$ exceeds the classical $\rho_0$ by a factor of only about 1.4, whereas $R=6.4$. The mode used here is soft. With the same $L$ and $D$ near 0.4~eV, the factor grows to about 4 for $\hbar\omega=0.06$~eV and about 20 for $\hbar\omega=0.1$~eV, so for stiff modes the classical barrier picture is not quantitative at 300~K.

\section*{Calculated quantities}
\begin{verbatim}
curvature k = 5.0 eV/A^2
distance between minima d = 0.8 A
energy difference D = 0.4 eV
reorganisation energy L = 1.6000 eV
vertical gap at initial minimum = 2.0000 eV
vertical gap at final minimum = -1.2000 eV
crossing point q_c = 0.5000 A
reduced crossing point s = 0.6250
forward barrier B = 0.6250 eV
forward barrier B = 60.30 kJ/mol
reverse barrier = 0.2250 eV
D =  -2.0 eV: s = -0.1250, barrier = 0.0250 eV
D =  -1.6 eV: s =  0.0000, barrier = 0.0000 eV
D =  -0.8 eV: s =  0.2500, barrier = 0.1000 eV
D =   0.0 eV: s =  0.5000, barrier = 0.4000 eV
D =   0.4 eV: s =  0.6250, barrier = 0.6250 eV
D =   1.6 eV: s =  1.0000, barrier = 1.6000 eV
D =   2.0 eV: s =  1.1250, barrier = 2.0250 eV
slope dB/dD = 0.6250
shift of D = -0.1 eV
barrier after shift = 0.5641 eV
change of barrier = -0.0609 eV
linear part of change = -0.0625 eV
three modes: L = 1.6310 eV
three modes: lowest seam energy = 0.6323 eV
temperature = 300 K
thermal energy kT = 0.02585 eV
B/kT = 24.176
Boltzmann factor exp(-B/kT) = 3.166e-11
standard deviation of gap = 0.2876 eV
density of zero gap = 4.391e-11 1/eV
Arrhenius energy of this density = 0.6121 eV
softer final well: curvature = 4.0 eV/A^2
softer final well: its relaxation energy = 1.2800 eV
softer final well: true barrier = 0.5949 eV
softer final well: formula with its L = 0.5513 eV
electronic coupling V = 0.01 eV
adiabatic barrier = 0.6154 eV
effective mass = 30 u
vibrational quantum = 0.02639 eV
quantum/classical position variance c = 1.0854
quantum/classical density at crossing = 6.431
\end{verbatim}
